\section*{Kohler's Lower Bound on Electrical Conductivity, with Aluminium as Example, part 1}

(Sections cited here and not found follow in the second part.)

\section{The lower bound and its proof}

Take a conductor with two groups of carriers that do not exchange particles. Group $i$ has density $n_i$, charge $q_i$ and mass $m_i$, and collisions with the lattice relax its drift velocity in a time $\tau_i$. In a steady field $E$ each group drifts at $q_iE\tau_i/m_i$, so the conductivity is
\begin{equation}
\sigma=a_1\tau_1+a_2\tau_2,\qquad a_i=\frac{n_iq_i^2}{m_i}.
\end{equation}
Suppose that the times are known but the drift velocities are guessed. Let the guess be $u_i=s\,q_iEt_i/m_i$, where $t_1,t_2$ fix its shape and $s$ is a common scale. The field feeds in the power $\sum_i n_iq_iu_iE=sE^2\sum_i a_it_i$ per volume. Friction, with force $m_iu_i/\tau_i$ per carrier, removes $\sum_i n_im_iu_i^2/\tau_i=s^2E^2\sum_i a_it_i^2/\tau_i$. A steady state needs the two to balance, which fixes $s=\sum_i a_it_i/\sum_i(a_it_i^2/\tau_i)$. The conductivity of the guess is then
\begin{equation}
\sigma_{\rm trial}=s\sum_i a_it_i=\frac{(a_1t_1+a_2t_2)^2}{a_1t_1^2/\tau_1+a_2t_2^2/\tau_2}.
\end{equation}
For the plainest guess, $t_1=t_2$, the shortfall can be written out. Over the common denominator $a_1/\tau_1+a_2/\tau_2=(a_1\tau_2+a_2\tau_1)/(\tau_1\tau_2)$ its numerator is
\begin{align}
&(a_1\tau_1+a_2\tau_2)\Big(\frac{a_1}{\tau_1}+\frac{a_2}{\tau_2}\Big)-(a_1+a_2)^2\nonumber\\
&\quad=a_1a_2\Big(\frac{\tau_1}{\tau_2}+\frac{\tau_2}{\tau_1}-2\Big)=a_1a_2\frac{(\tau_1-\tau_2)^2}{\tau_1\tau_2},
\end{align}
and therefore
\begin{equation}
\sigma-\sigma_{\rm trial}=\frac{a_1a_2(\tau_1-\tau_2)^2}{a_1\tau_2+a_2\tau_1}\ge0 .
\end{equation}
The guess falls short unless the two times agree, and the shortfall is quadratic in their difference. A wrong distribution of the current dissipates too much for the current it carries. Kohler's principle says the same of the linearized Boltzmann equation, where the groups become all the states of a band and collisions connect them.

Consider one band with energy $\varepsilon(\mathbf k)$, in a large periodic box of volume $V$, so that the states form a finite set. The field $E$ is uniform, static and weak, and points along a unit vector $\mathbf n$. There is no magnetic field. The carriers have charge $q$, which is $-e$ for electrons, and $v(\mathbf k)$ is the component of the group velocity along $\mathbf n$. Sums over $\mathbf k$ run over one spin, and a factor 2 accounts for the other. An electron jumps from $\mathbf k$ to an empty state $\mathbf k'$ at the rate $W(\mathbf k\to\mathbf k')$. The scatterers, such as phonons, are held in equilibrium at temperature $T$, so these rates do not depend on the field. The steady Boltzmann equation for the occupation $f$ is
\begin{equation}
\frac{qE}{\hbar}\,\mathbf n\cdot\nabla_{\mathbf k}f=\sum_{\mathbf k'}\big[f'(1-f)W(\mathbf k'\to\mathbf k)-f(1-f')W(\mathbf k\to\mathbf k')\big],
\label{eq:boltz}
\end{equation}
where a prime on $f$ means its value at $\mathbf k'$. At zero field $f$ is the Fermi function $f_0$ with chemical potential $\mu$. Define
\begin{equation}
D=f_0(1-f_0)=-k_BT\frac{\partial f_0}{\partial\varepsilon},\qquad f=f_0+D\varphi ,
\end{equation}
where $\varphi(\mathbf k)$ is dimensionless and of first order in $E$.

The symmetry of the collision operator comes from detailed balance. For golden-rule scattering by phonons, absorption has the factor $N$ and the reverse emission has $N+1$, with the same squared matrix element. For a phonon of energy $\hbar\omega$ the Bose function gives $(N+1)/N=e^{\hbar\omega/k_BT}$. Hence $W(\mathbf k'\to\mathbf k)/W(\mathbf k\to\mathbf k')=e^{(\varepsilon'-\varepsilon)/k_BT}$. Since $f_0/(1-f_0)=e^{-(\varepsilon-\mu)/k_BT}$, the ratio of $f_0(1-f_0')$ to $f_0'(1-f_0)$ is the same exponential, and
\begin{equation}
P(\mathbf k,\mathbf k')\equiv f_0(1-f_0')W(\mathbf k\to\mathbf k')=f_0'(1-f_0)W(\mathbf k'\to\mathbf k)=P(\mathbf k',\mathbf k).
\label{eq:db}
\end{equation}
Elastic golden-rule scattering by impurities is the case $\varepsilon'=\varepsilon$. If the rates do not satisfy (\ref{eq:db}), the proof below does not apply.

Now keep the terms of (\ref{eq:boltz}) linear in $\varphi$. The gain term changes by
\begin{equation}
D'\varphi'(1-f_0)W(\mathbf k'\to\mathbf k)-f_0'D\varphi\,W(\mathbf k'\to\mathbf k)=P\,[(1-f_0')\varphi'-f_0\varphi],
\end{equation}
because $D'=f_0'(1-f_0')$ and $D=f_0(1-f_0)$ each supply the factor missing from $P$. In the same way the loss term changes by $P[(1-f_0)\varphi-f_0'\varphi']$. Their difference is
\begin{equation}
P\,[(1-f_0'+f_0')\varphi'-(f_0+1-f_0)\varphi]=P\,(\varphi'-\varphi).
\end{equation}
The Pauli factors have combined, and what is left is a symmetric exchange. On the left of (\ref{eq:boltz}) $f$ may be replaced by $f_0$, since $E$ is already a factor. With $\mathbf n\cdot\nabla_{\mathbf k}f_0=\hbar v\,\partial f_0/\partial\varepsilon=-\hbar vD/k_BT$, the left side is $-EX$, where
\begin{equation}
X=\frac{q\,v\,D}{k_BT}.
\end{equation}
Let $P$ without arguments denote the operator
\begin{equation}
(P\varphi)(\mathbf k)=\sum_{\mathbf k'}P(\mathbf k,\mathbf k')\,[\varphi(\mathbf k)-\varphi(\mathbf k')].
\end{equation}
Write $\varphi=E\psi$. The linearized equation is then
\begin{equation}
P\psi=X .
\label{eq:lin}
\end{equation}

Let $\langle a,b\rangle=\sum_{\mathbf k}a(\mathbf k)b(\mathbf k)$ for real functions. Symmetry of $P(\mathbf k,\mathbf k')$ gives $\langle a,Pb\rangle=\langle Pa,b\rangle$. Averaging $\langle\varphi,P\varphi\rangle$ with the same sum after exchange of $\mathbf k$ and $\mathbf k'$ gives
\begin{equation}
\langle\varphi,P\varphi\rangle=\frac12\sum_{\mathbf k\mathbf k'}P(\mathbf k,\mathbf k')\,[\varphi(\mathbf k)-\varphi(\mathbf k')]^2\ge0 .
\label{eq:pos}
\end{equation}
This vanishes when $\varphi$ has equal values in any two states joined by a chain of collisions. Such functions are the null vectors of $P$. If collisions connect the whole band, they are the constants, and they express the conservation of particle number.

A null vector $\chi$ restricts the drive. Taking the product of (\ref{eq:lin}) with $\chi$ gives $\langle\chi,X\rangle=\langle P\chi,\psi\rangle=0$, so a steady solution requires $X$ to be orthogonal to every null vector. For the constants this holds in a band with $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$: then $v$ is odd, $D$ is even, and $\sum X=0$. Conversely, a symmetric operator on a finite set of states can be inverted on everything orthogonal to its null vectors, so the condition is also sufficient. If it fails, the time-dependent equation $D\,\partial_t\varphi=EX-P\varphi$ gives $\partial_t\langle\chi,D\varphi\rangle=E\langle\chi,X\rangle$. A conserved quantity then grows steadily, the current has no steady value, and the static conductivity is infinite. From here on $X$ is taken to be orthogonal to the null vectors and not zero.

The current density along the field is
\begin{equation}
j=\frac2V\sum_{\mathbf k}q\,v\,D\varphi=\frac{2k_BT}{V}\langle X,\varphi\rangle ,
\end{equation}
so that
\begin{equation}
\sigma=\frac{2k_BT}{V}\langle X,\psi\rangle=\frac{2k_BT}{V}\langle\psi,P\psi\rangle .
\label{eq:sigma}
\end{equation}
Adding a null vector to $\psi$ changes neither form, and $\sigma>0$ because $X\ne0$ means that $\psi$ is not a null vector.

A trial function $\varphi$ is admissible if it is real and $0<\langle\varphi,P\varphi\rangle<\infty$. Null vectors are excluded because for them the quotient below is $0/0$. Put
\begin{equation}
\alpha=\frac{\langle\varphi,X\rangle}{\langle\varphi,P\varphi\rangle}
\end{equation}
and expand the non-negative form (\ref{eq:pos}) for $\psi-\alpha\varphi$:
\begin{align}
\langle\psi-\alpha\varphi,P(\psi-\alpha\varphi)\rangle
&=\langle\psi,P\psi\rangle-\alpha\langle\varphi,P\psi\rangle-\alpha\langle\psi,P\varphi\rangle+\alpha^2\langle\varphi,P\varphi\rangle\nonumber\\
&=\langle X,\psi\rangle-2\alpha\langle\varphi,X\rangle+\alpha^2\langle\varphi,P\varphi\rangle\nonumber\\
&=\langle X,\psi\rangle-\frac{\langle\varphi,X\rangle^2}{\langle\varphi,P\varphi\rangle}.
\label{eq:gap}
\end{align}
The second line uses $P\psi=X$ and the symmetry of $P$, which makes the two cross terms equal. The third inserts $\alpha$. Since the left side cannot be negative,
\begin{equation}
\sigma\ \ge\ \sigma[\varphi]\equiv\frac{2k_BT}{V}\,\frac{\langle\varphi,X\rangle^2}{\langle\varphi,P\varphi\rangle}.
\label{eq:kohler}
\end{equation}
This is Kohler's principle. For a trial with $\sigma[\varphi]>0$, the inverse of the bound is an upper bound on $1/\sigma$, which is the resistivity in an isotropic metal.

Equation (\ref{eq:gap}) gives the size of the error as well as its sign. Equality holds when $\psi-\alpha\varphi$ is a null vector, that is, when the trial is a multiple of the solution up to a null vector. For a trial $\varphi=\psi+\delta\,\eta$ with a small number $\delta$, note that the chosen $\alpha$ minimizes the quadratic in the second line. The value $\alpha=1$ therefore gives at least as large a result:
\begin{equation}
0\le\sigma-\sigma[\varphi]\le\frac{2k_BT}{V}\,\delta^2\langle\eta,P\eta\rangle .
\label{eq:second}
\end{equation}
A first-order error in the distribution causes a second-order error in the conductivity, and the overall scale of the trial has no effect.

The balance of power found for two groups reappears here. To second order, the free energy of a non-equilibrium occupation exceeds its minimum by $k_BT\langle\varphi,D\varphi\rangle$: the function $k_BT[f\ln f+(1-f)\ln(1-f)]+(\varepsilon-\mu)f$ has the second derivative $k_BT/D$, half of it multiplies $(D\varphi)^2$, and there are two spins. Collisions alone give $D\,\partial_t\varphi=-P\varphi$, so they destroy free energy at the rate $2k_BT\langle\varphi,P\varphi\rangle$. The field supplies the power $VjE=2k_BTE\langle X,\varphi\rangle$. For the scaled trial $E\alpha\varphi$ the two are equal, because $\alpha^2\langle\varphi,P\varphi\rangle=\alpha\langle\varphi,X\rangle$. Its conductivity, $(2k_BT/V)\alpha\langle X,\varphi\rangle$, is $\sigma[\varphi]$. Among distributions that dissipate what the field feeds in, the solution of the Boltzmann equation thus carries the largest current.

In practice the trial is a sum $\varphi=\sum_ic_i\varphi_i$ of chosen functions, no combination of which is a null vector. With $b_i=\langle\varphi_i,X\rangle$ and $A_{ij}=\langle\varphi_i,P\varphi_j\rangle$ the quotient is $(c^{\mathsf T}b)^2/(c^{\mathsf T}Ac)$. The matrix $A$ is symmetric and positive, so the argument of (\ref{eq:gap}) can be repeated with $A$ for $P$, $b$ for $X$ and $A^{-1}b$ for $\psi$. The largest value is reached at $c=A^{-1}b$, and
\begin{equation}
\sigma\ge\frac{2k_BT}{V}\,b^{\mathsf T}A^{-1}b .
\label{eq:ritz}
\end{equation}
Adding a function enlarges the set over which the maximum is taken, so the bound cannot fall.

The bound concerns the diagonal component $\mathbf n\cdot\boldsymbol\sigma\cdot\mathbf n$. An off-diagonal component is half the difference of two diagonal ones, taken along $(\hat{\mathbf x}+\hat{\mathbf y})/\sqrt2$ and $(\hat{\mathbf x}-\hat{\mathbf y})/\sqrt2$. Lower bounds on two numbers do not bound their difference.

Nor is every approximate conductivity a bound. One shortcut drops the in-scattering term $\varphi(\mathbf k')$ from $P\varphi$ and divides the drive by the total out-scattering rate. Take two states $\pm\mathbf k$ that scatter into each other, with $P(\mathbf k,-\mathbf k)=p$ and $X=(X_0,-X_0)$. The solution $\psi=(s,-s)$ obeys $2ps=X_0$, so $\langle X,\psi\rangle=2X_0s=X_0^2/p$. The shortcut takes $\varphi=X/p$ and gives $\langle X,\varphi\rangle=2X_0^2/p$, which is twice the true value. The same function used as a trial in (\ref{eq:kohler}) gives
\begin{equation}
\frac{(2X_0^2/p)^2}{p\,(2X_0/p)^2}=\frac{X_0^2}{p},
\end{equation}
which is correct, because here the shape was right and the scale was wrong. The quotient repairs the scale.

A magnetic field removes the symmetry on which the proof rests. Consider states on a ring at angle $\theta$, with isotropic scattering of strength $\gamma$ and cyclotron motion of strength $b$, the cyclotron frequency times the relaxation time:
\begin{equation}
\gamma(\varphi-\bar\varphi)+\gamma b\,\partial_\theta\varphi=X_0\cos\theta ,
\end{equation}
where $\bar\varphi$ is the mean over the ring. Insert $\varphi=A\cos\theta+B\sin\theta$. The sine terms give $B=bA$, and the cosine terms give $A+bB=X_0/\gamma$, so $A=(X_0/\gamma)/(1+b^2)$. The true conductivity is thus lower than at $b=0$ by the factor $1+b^2$. The derivative term is antisymmetric and drops out of the denominator of the quotient. The trial $\cos\theta$ therefore still returns the value for $b=0$, which at $b=1$ is twice the true one. In (\ref{eq:gap}) the two cross terms would no longer be equal.

For collisions that obey detailed balance and without a magnetic field, every admissible trial function gives a lower bound on the conductivity, with an error of second order in the error of the trial. What remains is to apply the bound to a model of phonon-limited aluminium and to compare several trials with a numerical solution.
